\section*{Why Ensemble Averaging Removes h/e but Keeps h/2e Ring Oscillations}

\section{Two wrong conclusions}

A phase-coherent metal ring has a conductance that oscillates with the magnetic flux through its hole, and in a single ring the conductance repeats whenever the flux changes by $h/e$. Suppose the average over many rings, each with its own disorder, oscillates with field period $2.63\,\mathrm{mT}$. Reading this as the $h/e$ period gives a ring area twice too large. The opposite error is to argue that disorder randomizes all interference phases, so that the average cannot depend on flux at all.

Both errors come from treating all interfering paths alike. Some pairs of paths differ in their disorder phase, and averaging removes their interference. A trip once around the ring and its time reverse have the same disorder phase, and their interference has flux period $h/2e$. These notes compute each contribution in a ring simple enough to be solved completely.

\section{The ring and its conventions}

Two leads are attached to the ring, at a left and a right junction joined by arms 1 and 2. Leads and arms carry one channel per spin. Spin-orbit and magnetic scattering are absent, transport is coherent, and the flux $\Phi$ passes through the hole only. Then
\begin{equation}
G=\frac{2e^2}{h}T,\qquad T=1-|r|^2,\qquad \theta=\frac{2\pi\Phi}{h/e},
\end{equation}
where $r$ is the amplitude for reflection into the left lead and the factor 2 counts spin.

An electron crossing arm $j$ acquires the phase $\phi_j$, the integral of its wave number along the arm. A random potential changes the wave number and hence $\phi_j$. Without a magnetic field the phase is the same in both directions; this is reciprocity. I take the potential to be smooth enough not to reflect. The flux adds $+\theta/2$ for left-to-right motion in arm 1 and $-\theta/2$ in arm 2, with opposite signs for right-to-left motion. One circuit therefore gives $\pm\theta$.

Both junctions have the scattering matrix, in the order lead, arm 1, arm 2,
\begin{equation}
S=\begin{pmatrix}0&1/\sqrt2&1/\sqrt2\\ 1/\sqrt2&-1/2&1/2\\ 1/\sqrt2&1/2&-1/2\end{pmatrix}.
\end{equation}
Its rows are orthonormal, so current is conserved. A wave from the lead is not reflected at the junction; every reflected path has entered the ring.

\section{The shortest reflected paths}

The shortest reflected paths cross to the right junction and come back. Entering and leaving each give $1/\sqrt2$. The right junction gives $1/2$ if the electron changes arm and $-1/2$ if it returns through the same arm. The four amplitudes are
\begin{align}
\text{out 1, back 2:}&\quad \tfrac14e^{i(\phi_1+\phi_2)}e^{i\theta},\\
\text{out 2, back 1:}&\quad \tfrac14e^{i(\phi_1+\phi_2)}e^{-i\theta},\\
\text{out and back in } j:&\quad -\tfrac14e^{2i\phi_j},\qquad j=1,2.
\end{align}
The first two are time reverses of each other. Their disorder phases agree for every realization, and their flux phases are opposite. In the last two the flux phase cancels.

Define
\begin{equation}
z=e^{i(\phi_1+\phi_2)},\qquad \beta=\phi_1-\phi_2 .
\end{equation}
Since $2\phi_1=(\phi_1+\phi_2)+\beta$ and $2\phi_2=(\phi_1+\phi_2)-\beta$, the last two amplitudes add to $-\frac z2\cos\beta$. The first two add to $\frac z2\cos\theta$. Thus
\begin{equation}
r_{\rm short}=\frac z2(\cos\theta-\cos\beta),
\end{equation}
and, because $|z|=1$,
\begin{equation}
|r_{\rm short}|^2=\tfrac14\cos^2\theta-\tfrac12\cos\beta\cos\theta+\tfrac14\cos^2\beta .
\label{short}
\end{equation}

\subsection{The h/e contribution}

The middle term has period $2\pi$ in $\theta$, which is $h/e$ in flux. It is the interference of a path around the ring with a path that returns through the same arm. Their disorder phases differ by $\pm\beta$, so the sign and size of the oscillation depend on the sample. If $\beta$ is uniformly distributed, $\langle\cos\beta\rangle=0$ and the term averages to zero.

\subsection{The h/2e contribution}

The first term comes from the time-reversed pair alone:
\begin{equation}
\tfrac14\cos^2\theta=\tfrac18+\tfrac18\cos2\theta .
\end{equation}
The constant is the sum of the two separate probabilities, $2\times\frac1{16}$. The oscillation is their interference, $2\times\frac1{16}\cos2\theta$. It contains no disorder phase, so there is nothing for the average to act on. With $\langle\cos^2\beta\rangle=\frac12$,
\begin{equation}
\langle|r_{\rm short}|^2\rangle=\tfrac14+\tfrac18\cos2\theta .
\label{shortavg}
\end{equation}
At zero flux the reversed paths add in phase and reflection is enhanced. The average conductance therefore has a minimum there.

\subsection{Why the count is made in reflection}

The two direct transmitted paths have amplitudes $\frac12e^{i(\phi_1+\theta/2)}$ and $\frac12e^{i(\phi_2-\theta/2)}$. Alone they would give
\begin{equation}
|t_{\rm direct}|^2=\tfrac12[1+\cos(\beta+\theta)] .
\end{equation}
This is not even in $\theta$, whereas the full $T$ is, as the next section shows. Longer transmitted paths must restore the symmetry. In reflection the shortest paths already have it, and the time-reversed partners both return to the lead from which they started. Current conservation then carries the result over to $T$.

\section{Summing the longer paths}

Electrons can circulate many times, so the weight of longer paths has to be found. Let $u$ be the two-component wave leaving the left junction into the arms, and $v$ the wave arriving there from the arms. Define
\begin{equation}
s=\frac1{\sqrt2}\begin{pmatrix}1\\1\end{pmatrix},\qquad
d=\frac1{\sqrt2}\begin{pmatrix}1\\-1\end{pmatrix}.
\end{equation}
The arm block of $S$ is $-dd^T$. Let the diagonal matrices $P_f$ and $P_b$ hold the phase factors for left-to-right and right-to-left motion. For unit incoming amplitude,
\begin{equation}
u=s-d\,(d^Tv),\qquad v=-P_bd\,(d^TP_fu),\qquad r=s^Tv .
\end{equation}
Set $x=d^TP_fu$. The second equation gives $v=-xP_bd$, so $d^Tv=-x\,d^TP_bd$. Inserting this into the first equation and multiplying by $d^TP_f$,
\begin{equation}
x=d^TP_fs+x\,(d^TP_fd)(d^TP_bd).
\end{equation}
Solving for $x$ and using $r=-x\,s^TP_bd$,
\begin{equation}
r=-\frac{(d^TP_fs)(s^TP_bd)}{1-(d^TP_fd)(d^TP_bd)} .
\label{rmatrix}
\end{equation}

With $\bar\phi=(\phi_1+\phi_2)/2$, the entries of $P_f$ are $e^{i\bar\phi}e^{\pm i(\beta+\theta)/2}$. Half their difference and half their sum are
\begin{equation}
d^TP_fs=ie^{i\bar\phi}\sin\tfrac{\beta+\theta}2,\qquad
d^TP_fd=e^{i\bar\phi}\cos\tfrac{\beta+\theta}2 .
\end{equation}
The factors with $P_b$ follow from $\theta\to-\theta$. The product formulas for sines and cosines give
\begin{align}
(d^TP_fs)(s^TP_bd)&=-zX,& X&=\tfrac12(\cos\theta-\cos\beta),\\
(d^TP_fd)(d^TP_bd)&=zY,& Y&=\tfrac12(\cos\theta+\cos\beta),
\end{align}
where the minus sign is $i^2$. Hence
\begin{equation}
r=\frac{zX}{1-zY}=zX+z^2XY+z^3XY^2+\cdots .
\label{rclosed}
\end{equation}
The first term is $r_{\rm short}$, and each further factor $zY$ adds a crossing and a return. Flux enters through $\cos\theta$ alone, so $T=1-|r|^2$ is even in $\theta$.

\section{The complete average}

Let $\phi_1$ and $\phi_2$ be independent and uniform on a circle. Fix $\beta$ first. Then $z=e^{i(2\phi_2+\beta)}$ is still uniform on the unit circle, so $\langle z^{k-l}\rangle=\delta_{kl}$. For $|Y|<1$,
\begin{equation}
\langle|r|^2\rangle_z=X^2\sum_{k,l\ge0}Y^{k+l}\langle z^{k-l}\rangle
=X^2\sum_{k\ge0}Y^{2k}=\frac{X^2}{1-Y^2}.
\label{zavg}
\end{equation}

Now average over $\beta$. Write $c=\cos\theta$ and $y=\cos\beta$. Since $(c-y)^2-(c+y)^2=-4cy$,
\begin{equation}
\frac{X^2}{1-Y^2}=\frac{(c-y)^2}{4-(c+y)^2}
=-1+\frac{4(1-cy)}{(2-c-y)(2+c+y)} .
\end{equation}
To split the fraction, evaluate the numerator at each zero of the denominator. At $y=2-c$ it is $4(1-c)^2$, at $y=-2-c$ it is $4(1+c)^2$, and the other factor equals 4 in both cases. So
\begin{equation}
\frac{X^2}{1-Y^2}=-1+\frac{(1-c)^2}{2-c-y}+\frac{(1+c)^2}{2+c+y}.
\end{equation}

The remaining average is, for $p>1$,
\begin{equation}
\left\langle\frac1{p\mp\cos\beta}\right\rangle=\frac1{\sqrt{p^2-1}} .
\end{equation}
To see this, set $\rho=p-\sqrt{p^2-1}<1$, so that $1/\rho=p+\sqrt{p^2-1}$. Summing a geometric series gives
\begin{equation}
1+2\sum_{n\ge1}\rho^n\cos n\beta=\frac{1-\rho^2}{1-2\rho\cos\beta+\rho^2}
=\frac{\sqrt{p^2-1}}{p-\cos\beta},
\end{equation}
where the last step divides numerator and denominator by $2\rho$. The left side averages to 1. The other sign follows from $\beta\to\beta+\pi$.

For $p=2\mp c$, $p^2-1=(1\mp c)(3\mp c)$. Therefore
\begin{equation}
\langle T\rangle=2-\frac{(1-c)^{3/2}}{(3-c)^{1/2}}-\frac{(1+c)^{3/2}}{(3+c)^{1/2}},
\label{Tavg}
\end{equation}
with $c=\pm1$ reached as limits. Replacing $c$ by $-c$ exchanges the last two terms. Thus $\langle T\rangle$ is unchanged by $\theta\to\theta+\pi$: all odd harmonics vanish, and the period is $h/2e$.

At zero flux, $\langle T\rangle=2-\sqrt2=0.586$. At $\Phi=h/4e$, where $c=0$, it is $2-2/\sqrt3=0.845$. The minimum at zero flux predicted by the shortest paths survives the full sum.

\section{Weighing the h/2e contributions}

Let $h_m$ be the coefficient of $\cos m\theta$ in $T$. Equation~\eqref{Tavg} gives $\langle h_2\rangle=-0.1277$. The shortest time-reversed pair supplies $-\frac18=-0.1250$, or 98\% of it.

The next order shows why the correction is small. Its contribution to the average reflection is
\begin{equation}
\langle X^2Y^2\rangle_\beta=\tfrac1{16}\langle(c^2-y^2)^2\rangle_\beta
=\tfrac1{16}\left(c^4-c^2+\tfrac38\right),
\end{equation}
because $\langle y^2\rangle=\frac12$ and $\langle y^4\rangle=\frac38$. In $c^4$ the coefficient of $\cos2\theta$ is $\frac12$, and in $c^2$ it is also $\frac12$. They cancel, so this order adds nothing to $h/2e$. It does add $\frac1{128}\cos4\theta$ to reflection, which is $-0.0078$ of the full $\langle h_4\rangle=-0.01055$.

The longer paths can also be sorted by winding number $w$:
\begin{equation}
r=\sum_wA_we^{iw\theta},\qquad A_{-w}=A_w .
\end{equation}
The equality holds because $r$ depends on $\cos\theta$; physically, reversing a path reverses its winding and keeps its disorder amplitude. Interference between $w=1$ and $w=-1$ contributes
\begin{equation}
A_1A_{-1}^*e^{2i\theta}+A_{-1}A_1^*e^{-2i\theta}=2|A_1|^2\cos2\theta
\end{equation}
to reflection. The coefficient $2|A_1|^2$ cannot be negative in any sample, so averaging cannot cancel it. Each $A_{\pm1}$ is a sum over many paths, and the product also contains cross terms between paths that are not individually reverses of each other. The two complete sums are time reverses.

Numerically, the $w=\pm1$ interference gives $-0.12725$ of $\langle h_2\rangle=-0.12770$. All other pairs whose windings differ by two give together $-0.00045$. This total is partly a cancellation: windings $\pm2$ with 0 give $+0.0017$, windings $\pm3$ with $\pm1$ of the same sign give $-0.0011$, and the higher pairs supply the negative remainder. In this ring the second harmonic of the average is thus almost entirely interference between opposite single windings. That near-equality belongs to the junction $S$. For a junction with reflection amplitude $-\frac13$ and transmission amplitude $\frac23$ between all three branches, the $w=\pm1$ term is $-0.181$ and windings $\pm2$ with 0 give $+0.034$, out of a total $-0.147$.

\section{Why half a flux quantum is special}

Add $\pi$ to $\phi_1$. Then $z\to-z$ and $\cos\beta\to-\cos\beta$, which exchanges $X$ and $Y$, so $r$ becomes $-zY/(1+zX)$. Now restore $\phi_1$ and add $\pi$ to $\theta$ instead. This sends $X\to-Y$ and $Y\to-X$, and gives the same $r$. A change of flux by $h/2e$ is indistinguishable from a different disorder realization. If the ensemble contains both realizations with equal weight, its average must have period $h/2e$.

Could another flux shift $\delta$ be absorbed in this way? The shift adds $\pm\delta/2$ to left-to-right crossings of arms 1 and 2, and the opposite to their return crossings. Every reflected path has equally many crossings in the two directions. We may therefore add a phase $\chi$ to each left-to-right crossing and $-\chi$ to each return without changing $r$. The added phases are then
\begin{equation}
\pm\left(\chi+\tfrac\delta2\right)\ \text{in arm 1},\qquad
\pm\left(\chi-\tfrac\delta2\right)\ \text{in arm 2},
\end{equation}
where the sign now denotes direction. Reciprocal phases must be equal in both directions modulo $2\pi$, so each bracket must be a multiple of $\pi$. Their difference $\delta$ is then a multiple of $\pi$. Reciprocal disorder can hide a flux $h/2e$ in this way, but no fraction of it.

If the phases for the two directions are independent and uniform, any $\delta$ can be absorbed and the average cannot depend on flux. The numerical check confirms the loss of the second harmonic: $h_2=0.0014\pm0.0011$. Here and below, $\pm$ denotes one standard error. Time-reversal symmetry of the disorder is what protects the $h/2e$ term.

The half-period argument extends to arms with many channels and internal reflection. A flux shift of $h/2e$ can be placed entirely in arm 1, where it multiplies the transmission matrices in both directions by $e^{\pm i\pi}=-1$. If the ensemble gives equal weight to arms that differ by this sign and have the same internal reflections, $\langle G\rangle$ has period $h/2e$. The amplitude $-0.1277$, by contrast, belongs to the present model.

\section{One ring, many rings}

Take a ring of radius $500\,\mathrm{nm}$. The field periods are
\begin{equation}
\frac{h/e}{\pi(500\,\mathrm{nm})^2}=5.27\,\mathrm{mT},\qquad
\frac{h/2e}{\pi(500\,\mathrm{nm})^2}=2.63\,\mathrm{mT}.
\end{equation}
Let ring A have $\phi_1=1.0$ and $\phi_2=0.4$, so $\beta=0.6$. By Eq.~\eqref{short}, the shortest paths predict $h_1=\frac12\cos0.6=0.413$ and $h_2=-0.125$. The full solution gives $h_1=0.410$ and $h_2=-0.119$. This closeness is special to the example. In a single ring, Eq.~\eqref{rclosed} gives $|r|^2=X^2/[1-2Y\cos(\phi_1+\phi_2)+Y^2]$, whose first correction is $2X^2Y\cos(\phi_1+\phi_2)$. Since $X^2Y=\frac18(c^3-c^2y-cy^2+y^3)$, this correction has $\cos2\theta$ coefficient $-\frac18\cos\beta\cos(\phi_1+\phi_2)$ and $\cos\theta$ coefficient $\frac14(\frac34-\cos^2\beta)\cos(\phi_1+\phi_2)$. Both are reduced here because $\cos1.4=0.17$, and the second also because $\frac34-\cos^2\beta=0.07$. This order shifts $h_1$ by $-0.003$ but $h_2$ by $+0.018$. The next two orders shift $h_2$ back by $-0.010$ and $-0.003$, so the agreement in $h_2$ is partly a cancellation between orders. For the same $\beta$ but $\phi_1+\phi_2=0$, the first would be comparable to $\frac18$ itself and higher orders matter as well: the full solution then gives $h_1=0.223$ and $h_2=-0.076$, far from the shortest-path values. Ring B has $\pi$ added to $\phi_1$, and gives $h_1=-0.410$ and $h_2=-0.119$. Averaging just these two rings removes $h/e$ and leaves $h/2e$ untouched.

In a random ensemble the cancellation is statistical. For $N$ independent rings with zero mean $h_1$, variances add, and the root-mean-square (rms) residual is
\begin{equation}
h_{1,{\rm rms}}(N)=\frac{h_{1,{\rm rms}}(1)}{\sqrt N}.
\end{equation}
A sample of 20\,000 rings gives $h_{1,\rm rms}(1)=0.360$, close to the shortest-path value $\frac12\langle\cos^2\beta\rangle^{1/2}=0.354$. For averages over 100 rings the formula predicts $0.036$, and the sample gives $0.035$. The residual equals the surviving $h/2e$ amplitude when
\begin{equation}
N=\left(\frac{0.360}{0.1277}\right)^2\simeq8 .
\end{equation}
With fewer rings the rms $h/e$ residual is the larger of the two; with many more, $h/2e$ dominates. The value 8 belongs to this one-channel ring and its junction; it is not a crossover number for metal rings. Over the whole sample the means are $h_1=-0.003\pm0.003$ and $h_2=-0.1264\pm0.0006$. The latter lies about two standard errors from the exact average. In conductance units the surviving amplitude of this one-channel model, which is not an estimate for a many-channel metal ring, is
\begin{equation}
-0.1277\times77.48\,\mu\mathrm S=-9.89\,\mu\mathrm S .
\end{equation}

\section{When the averaging fails}

\subsection{The arm phases vary together}

Removing $h/e$ in general requires a spread in $\beta$. A spread in $\phi_1+\phi_2$ alone suffices only at special values such as $\beta=\pi/2$, where $X=Y=\frac12\cos\theta$ and Eq.~\eqref{zavg} is even in $\cos\theta$. If $\phi_1+\phi_2$ is fully averaged while $\beta=0$ in every ring, the amplitude $h_1=0.485$ remains.

For intermediate cases, use Eq.~\eqref{zavg}. It is even in $\beta$ and unchanged when $\pi$ is added to both $\beta$ and $\theta$, because $X$ and $Y$ then merely change sign. The coefficient of $\cos\theta$ therefore reverses sign under $\beta\to\beta+\pi$ and has the form
\begin{equation}
h_1(\beta)=\sum_{j=1,3,5,\ldots}b_j\cos j\beta .
\end{equation}
For a Gaussian $\beta$ with zero mean and standard deviation $s$, $\langle\cos j\beta\rangle=e^{-j^2s^2/2}$, and
\begin{equation}
\langle h_1\rangle=\sum_{j\ \rm odd}b_je^{-j^2s^2/2}\simeq b_1e^{-s^2/2},\qquad b_1=0.488,
\end{equation}
for large $s$. This gives $0.066$ at $s=2$ and $0.0054$ at $s=3$, in agreement with direct averaging. At $s=1$ direct averaging leaves $0.296$, more than twice the $h/2e$ amplitude. For this Gaussian ensemble centred on $\beta=0$, the two amplitudes are equal at a spread of about $1.6$ radians, and at two radians $h/2e$ is about twice as large as $h/e$.

\subsection{The rings enclose different fluxes}

If the rings differ in area, their values of $\theta$ differ at the same field. For a Gaussian deviation $\eta$ of standard deviation $\sigma$,
\begin{equation}
\langle\cos2(\theta+\eta)\rangle=e^{-2\sigma^2}\cos2\theta .
\end{equation}
For a fixed relative spread of areas, $\sigma$ grows in proportion to the field, so the averaged $h/2e$ oscillation is strongest near zero field and fades away from it. In real metal rings the field also penetrates the arms and breaks the symmetry between reversed paths, which suppresses $h/2e$ even for equal areas; the present model leaves this out.

\subsection{Disorder on a lattice}

Uniform arm phases were assumed above. The numerical check also treats 1200 tight-binding rings of 60 sites, with smooth random site energies and no assumption about phases. To first order in the potential, $\beta$ has a spread of $4.3\,\mathrm{rad}$, large enough for strong suppression of $h/e$ by the estimate above. Single rings have $h_{1,\rm rms}=0.298$, but the ensemble means are
\begin{equation}
h_1=0.004\pm0.009,\qquad h_2=-0.145\pm0.005 .
\end{equation}
The lattice junctions scatter differently from $S$, so $h_2$ need not equal $-0.1277$. At the band centre their amplitudes are $-\frac13$ for reflection and $\frac23$ for transmission into each other branch. With uniform arm phases this junction gives $h_2=-0.147$ and $h_{1,\rm rms}=0.300$, which accounts for the lattice values. The smooth potential reflects very little, about $0.0005$ per arm on average. The selection is the same: no $h/e$ oscillation is resolved in the average, while the $h/2e$ oscillation remains, with its conductance minimum at zero flux.

\section*{Computed results}
\begin{verbatim}
Amplitudes h1 (h/e), h2 (h/2e) are in units of 2e^2/h
conductance unit 2e^2/h: 77.481 uS
ring radius: 500 nm
field period for h/e: 5.266 mT
field period for h/2e: 2.633 mT
ring A arm phases: 1.00, 0.40 rad
ring A: h1 = 0.4096, h2 = -0.1189
ring B (phi1 + pi): h1 = -0.4096, h2 = -0.1189
average T at zero flux: 0.5858
average T at flux h/4e: 0.8453
exact average h1 below 1e-10: True
exact average h2: -0.12770
exact average h2 in conductance: -9.894 uS
exact average h4 (h/4e): -0.01055
shortest time-reversed pair, part of h2: -0.12500
all winding +1/-1 pairs, part of h2: -0.12725
all other pairs, part of h2: -0.00045
number of random-phase rings: 20000
ensemble mean h1: -0.0032 +/- 0.0025
ensemble mean h2: -0.1264 +/- 0.0006
single-ring rms h1: 0.3604
rms h1 of 100-ring averages: 0.0349
ring number where rms h1 equals |mean h2|: 7.97
h1 at beta = 0, only phi1+phi2 averaged: 0.4853
coefficient b_1 of cos(beta) in h1: 0.4883
h1 for Gaussian beta spread 1 rad: 0.29618
h1 for Gaussian beta spread 2 rad: 0.06608
h1 for Gaussian beta spread 3 rad: 0.00542
nonreciprocal arms, h2: 0.0014 +/- 0.0011
lattice rings: 1200, sites per ring: 60
lattice potential mode scale: 0.30 hopping
lattice beta spread, linear estimate: 4.32 rad
lattice single-ring rms h1: 0.2982
lattice mean h1: 0.0041 +/- 0.0086
lattice mean h2: -0.1448 +/- 0.0045
\end{verbatim}
